# Counting ferromagnetic and linear magnetoelectric point groups

**Setting.** An operation $(g,\tau)$ of a magnetic crystal consists of an orthogonal matrix $g$ and a sign $\tau$, with $\tau=-1$ if time reversal $1'$ is included. Write $p=\det g$. A magnetic point group is a group of such operations whose spatial parts form a crystallographic point group, meaning one that preserves some three-dimensional lattice. Translations are dropped: a crystal restored by time reversal followed by a translation has $1'$ in its point group.

Groups conjugate in O(3) count as one. In group symbols a minus sign marks a rotoinversion: -4 is generated by a fourfold rotation times the inversion -1. The symbol $G(H)$ denotes the group with spatial operations $G$ in which those of the subgroup $H$ are unprimed ($\tau=+1$) and the rest are primed ($\tau=-1$).

## (a) Transformation laws

**Question.** How do a magnetization $M$ and the static linear magnetoelectric tensor $\alpha$, defined by $P_i=\sum_j\alpha_{ij}H_j$, transform under $(g,\tau)$? What follows if the group contains $1'$, or the unprimed inversion?

**Answer.** A current loop has moment $m=\frac12\sum q\,r\times v$. The operation sends $r\to gr$ and $v\to\tau gv$. Since $(gr)\times(gv)=p\,g(r\times v)$,

$$M\to\tau p\,gM .$$

Spin, being an angular momentum, and $H$, whose sources are currents and moments, follow the same law. The polarization is charge times position, so $P\to gP$. The transformed tensor $\alpha'$ must satisfy $gP=\alpha'(\tau p\,gH)$ for every $H$. Inserting $P=\alpha H$ gives $g\alpha=\tau p\,\alpha' g$. Multiplying by $\tau p\,g^T$ from the right, with $(\tau p)^2=1$ and $gg^T=1$,

$$\alpha'=\tau p\,g\alpha g^T .$$

A property of the crystal must be unchanged by every operation of its group. Under $1'$ ($g=1$, $p=1$, $\tau=-1$) both $M$ and $\alpha$ change sign, so both vanish. Under the unprimed inversion ($g=-1$, $p=-1$, $\tau=1$), $M\to M$ but $\alpha\to-\alpha$, so only $\alpha$ is forced to vanish. Symmetry decides whether a quantity may be nonzero, not how large it is.

## (b) The ordinary point groups

**Question.** Find the crystallographic point groups.

**Answer.** In a lattice basis $g$ has integer entries, so its trace is an integer. For a rotation the trace is $1+2\cos\varphi$, hence $\cos\varphi\in\{0,\pm\frac12,\pm1\}$ and the order is 1, 2, 3, 4 or 6.

Let a rotation group $K$ have $N>1$ elements. Each rotation other than the identity fixes two poles on the unit sphere. Sort the poles into orbits; a pole in orbit $i$ is fixed by $n_i\ge2$ rotations, so the orbit has $N/n_i$ poles. Counting pairs (rotation, pole) in two ways gives $2(N-1)=\sum_i(N/n_i)(n_i-1)$, or

$$2\left(1-\frac1N\right)=\sum_i\left(1-\frac1{n_i}\right).$$

The left side lies in $[1,2)$ and each term on the right in $[\frac12,1)$, so there are two or three orbits.

- Two orbits: $1/n_1+1/n_2=2/N$. As $n_i\le N$, both equal $N$, and $K$ is cyclic.
- Three orbits: $\sum_i 1/n_i=1+2/N>1$. With $n_1\le n_2\le n_3$ this requires $n_1=2$ and $n_2\le3$. The solutions are $(2,2,n)$ with $N=2n$, and $(2,3,3)$, $(2,3,4)$, $(2,3,5)$ with $N=12,24,60$.

For $(2,2,n)$ the last orbit has two poles. A rotation about one must fix the other, so they are opposite; the remaining rotations exchange them and are twofold about perpendicular axes. This is the dihedral group.

For $(2,3,3)$ the last orbit has four poles. A threefold rotation about one permutes the other three cyclically, so all distances are equal and the poles form a regular tetrahedron, which has 12 rotations.

For $(2,3,4)$ the last orbit has six poles. A fourfold rotation about one leaves its antipode and a square. The set thus contains all antipodes, so the square lies on the equator and the poles form an octahedron, which has 24 rotations.

The case $(2,3,5)$ has fivefold axes and is excluded. Including the trivial group, eleven rotation groups remain:

1, 2, 3, 4, 6, 222, 32, 422, 622, 23, 432.

All are subgroups of 432 or 622, which preserve a cubic and a hexagonal lattice.

If $G$ contains the inversion, it is one of these times $\{1,-1\}$: eleven more groups. If $G$ has improper elements but no inversion, replace each improper $g$ by $-g$. The result is a rotation group $K$, and $\det g$ becomes a nontrivial homomorphism $K\to\{\pm1\}$, called a colouring below. Let $n(K)$ be the number of inequivalent colourings.

- 1, 3: none, because an element of odd order has sign $+$.
- 2, 4, 6, 32: one each, since only one generator has a free sign.
- 222, 422, 622: two generators have free signs, giving three colourings. For 222 a threefold rotation permutes them, so $n=1$. For 422 and 622 one keeps the main axis positive, and the other two are exchanged by a turn of $45^\circ$ or $30^\circ$, so $n=2$.
- 23: threefold rotations are positive. The three twofold rotations are conjugate, so they share a sign $s$; the product of two is the third, so $s^2=s$ and $s=+1$. None.
- 432: the fourfold rotations are conjugate and generate the group, so at most one colouring exists. It is the parity of the permutation of the four cube diagonals.

The sum is $\sum_K n(K)=5+1+2+2=10$, and the ten groups are m, -4, -6, mm2, 3m, 4mm, -42m, 6mm, -6m2, -43m. In total there are $11+11+10=32$ point groups.

## (c) All magnetic point groups

**Question.** How many magnetic point groups are there?

**Answer.** If $1'$ is present, every spatial operation occurs both primed and unprimed: 32 grey groups. Otherwise $\tau$ is a homomorphism $G\to\{\pm1\}$. The trivial one gives 32 colourless groups; the colourings of $G$ give the black-white groups $G(H)$.

For the eleven rotation groups there are 10 colourings, from (b).

For $G=K\times\{1,-1\}$ the inversion commutes with everything, so its sign is chosen independently of the $n(K)+1$ classes on $K$. Leaving out the trivial choice, $n(G)=2[n(K)+1]-1=2n(K)+1$. The sum is $2\cdot10+11=31$.

The ten mixed groups are isomorphic to their $K$, but an equivalence must now keep mirrors and rotations apart:

- m, -4, -6, 3m, -43m: one each.
- mm2, 4mm, 6mm: two each. Either the rotations stay unprimed, or one of two mirror sets does, and those two choices are related by a rotation.
- -42m has unprimed subgroup -4, 222 or mm2, and -6m2 has -6, 3m or 32: three each.

This gives $5+6+6=17$. There are $10+31+17=58$ black-white groups and $32+32+58=122$ magnetic point groups. The numerical check generates every subgroup of m-3m and 6/mmm extended by $1'$, labels each by the list of values (trace of $g$, $p$, $\tau$) over its operations, which conjugation leaves unchanged, and finds exactly the labels of the 122 groups counted here, which are all different.

## (d) Ferromagnetic groups

**Question.** Which of these groups allow a nonzero $M$?

**Answer.** Grey groups are excluded by (a). Let $M$ point along the unit vector $n$. Invariance, $\tau p\,gn=n$, requires $gn=\pm n$, so every $g$ preserves the line of $n$. Taking the scalar product with $n$ then fixes the priming:

$$\tau(g)=\det(g)\;n\cdot gn .$$

Both factors are multiplicative on operations that preserve the line, so this is a valid homomorphism. Each invariant line of $G$ therefore gives one ferromagnetic group. A twofold rotation about an axis perpendicular to $M$ is primed; a mirror containing $M$ is primed, and a mirror normal to $M$ is not.

- 1 and -1 preserve every line, always with $\tau=+1$: 2 groups.
- 2, m and 2/m preserve the line along the axis (or mirror normal) and all lines perpendicular to it. The first gives 2, m, 2/m; the others give 2(1), m(1), 2/m(-1): 6 groups.
- 222 and mmm preserve three equivalent lines: 222(2) and mmm(2/m), 2 groups.
- mm2 preserves the twofold axis, giving mm2(2), and the two mirror normals, which are equivalent and give mm2(m): 2 groups.
- A rotation of order three or more preserves no line but its axis, and the sign in a rotoinversion does not matter for a line. The 5 trigonal, 7 tetragonal and 7 hexagonal groups all preserve their main axis: 19 groups. They are 3, -3, 4, -4, 4/m, 6, -6, 6/m and 32(3), 3m(3), -3m(-3), 422(4), 4mm(4), -42m(-4), 4/mmm(4/m), 622(6), 6mm(6), -6m2(-6), 6/mmm(6/m).
- Cubic groups have several threefold axes and hence no common invariant line.

The total is $2+6+2+2+19=31$, of which 13 are colourless and 18 black-white.

## (e) Reducing the magnetoelectric problem

**Question.** Write $g=pR$ with $R$ a rotation. Show that $\alpha$ depends on the group only through the pairs $(R,s)$ with $s=p\tau$, and find which sets of pairs allow $\alpha\neq0$.

**Answer.** The two factors $p$ in $g\alpha g^T$ cancel, so the condition is

$$\alpha=s\,R\alpha R^T .$$

Let $\Gamma$ be the group of pairs $(R,s)$. If it contains $(1,-1)$, then $\alpha=-\alpha=0$. Otherwise $s$ is a function of $R$, and the matrices $sR$ form an ordinary point group without inversion, in which $s$ is the determinant. By (b) there are $11+10=21$ of these, and $\Gamma$ is named accordingly.

- The eleven rotation groups have $s=+1$ throughout. The unit matrix is a solution, since $RR^T=1$.
- An antisymmetric $\alpha_{ij}=\sum_k\epsilon_{ijk}t_k$ transforms through $t\to sRt$, which is how a polar vector transforms under $sR$. The groups m, mm2, 3m, 4mm and 6mm each leave such a vector fixed: in the mirror plane for m, along the axis for the others.
- For -4 and -42m take $\alpha=\mathrm{diag}(a,-a,0)$. The fourfold $R$ exchanges $x$ and $y$ and reverses this matrix, and $s=-1$ restores it. Twofold rotations about $x$, $y$, $z$ have $s=+1$ and leave it unchanged. The mirrors of -42m are products of these elements.
- -6 contains the twofold $R$ about $z$ with $s=-1$, which leaves $\alpha_{xz},\alpha_{yz},\alpha_{zx},\alpha_{zy}$. The threefold rotation, with $s=+1$, turns the pair $(\alpha_{xz},\alpha_{yz})$ by $120^\circ$ as a plane vector, and likewise the other pair. Both vanish. Since -6m2 contains -6, it also has $\alpha=0$.
- In -43m the rotations of 23 have $s=+1$. The twofold ones make $\alpha$ diagonal and the threefold ones make its entries equal, so $\alpha=c\,1$. The fourfold $R$ with $s=-1$ then gives $c=-c=0$.

Hence $11+5+2=18$ images allow $\alpha$, and three do not.

## (f) Magnetoelectric groups

**Question.** How many magnetic point groups allow $\alpha\neq0$, and which are they?

**Answer.** Count the magnetic groups that have a given allowed image $\Gamma$. Operations with $R=1$, $s=+1$ are the identity and -1$'$, the inversion combined with time reversal ($p=\tau=-1$).

If -1$'$ is in the group, each $(R,s)$ occurs with both $p=\pm1$ and $\tau=sp$: one group. If it is not, $p$ is a function $\chi$ of the element of $\Gamma$, and

$$p=\chi,\qquad \tau=s\chi ,$$

where $\chi$ is a homomorphism: trivial, or one of the $n(\Gamma)$ inequivalent colourings from (b) and (c). Conjugation acts on $R$ alone, so inequivalent choices of $\Gamma$ or $\chi$ give inequivalent groups. Therefore

$$N=\sum_{\Gamma}\left[2+n(\Gamma)\right].$$

The rotation groups contribute $\sum n=10$. The images m, mm2, 3m, 4mm, 6mm, -4, -42m contribute $1+2+1+2+2+1+3=12$. Thus

$$N=2\cdot18+10+12=58 .$$

The groups follow from $g=\chi R$ and $\tau=s\chi$. The last entry of each row contains -1$'$. The number of independent components of $\alpha$ comes from the numerical check.

| $\Gamma$ | comp. | magnetic groups |
|---|---|---|
| 1 | 9 | 1, -1(1) |
| 2 | 5 | 2, m(1), 2/m(2) |
| m | 4 | 2(1), m, 2/m(m) |
| 222 | 3 | 222, mm2(2), mmm(222) |
| mm2 | 2 | 222(2), mm2, mm2(m), mmm(mm2) |
| 4 | 3 | 4, -4(2), 4/m(4) |
| -4 | 2 | 4(2), -4, 4/m(-4) |
| 422 | 2 | 422, 4mm(4), -42m(222), 4/mmm(422) |
| 4mm | 1 | 422(4), 4mm, -42m(mm2), 4/mmm(4mm) |
| -42m | 1 | 422(222), 4mm(mm2), -42m, -42m(-4), 4/mmm(-42m) |
| 3 | 3 | 3, -3(3) |
| 32 | 2 | 32, 3m(3), -3m(32) |
| 3m | 1 | 32(3), 3m, -3m(3m) |
| 6 | 3 | 6, -6(3), 6/m(6) |
| 622 | 2 | 622, 6mm(6), -6m2(32), 6/mmm(622) |
| 6mm | 1 | 622(6), 6mm, -6m2(3m), 6/mmm(6mm) |
| 23 | 1 | 23, m-3(23) |
| 432 | 1 | 432, -43m(23), m-3m(432) |

Of these, 18 are colourless and 40 black-white. They are not the 58 black-white groups of (c), although the numbers agree.

## (g) Comparing the two lists

**Question.** How many groups allow both $M$ and $\alpha$?

**Answer.** Ten of the 31 ferromagnetic groups contain the unprimed inversion and have $\alpha=0$: -1, 2/m, 2/m(-1), mmm(2/m), -3, -3m(-3), 4/m, 4/mmm(4/m), 6/m, 6/mmm(6/m). Two more, -6 and -6m2(-6), contain the unprimed group -6, whose image forbids $\alpha$. The other 19 all appear in the table. So 19 groups allow both, 12 only $M$, $58-19=39$ only $\alpha$, and $122-19-12-39=52$ neither. Neither property implies the other.

## (h) Four moments on a square

**Question.** Equal moments $\mu=0.5$ atomic units (one Bohr magneton, the unit of moment being $e\hbar/m_e$) sit at $(\pm d,0,0)$ and $(0,\pm d,0)$, with $d=4$ bohr. Consider five patterns: radial (outward); vortex (along $\hat z\times r$); quadrupolar (along $(x,-y,0)$); all along $+z$; and alternating, $+z$ on the $x$ axis and $-z$ on the $y$ axis. Find each magnetic group, the net moment, and $A_{ij}=\sum r_i m_j$ about the centre.

**Answer.** The sites have symmetry 4/mmm, generated by the fourfold rotation $4_z$, the twofold rotation $2_x$ and the inversion. For each generator one checks whether the moved moments match the pattern ($+$) or its reverse ($-$). Inversion moves the sites but leaves the moment vectors unchanged, so it has sign $-$ when opposite sites carry opposite moments. Signs of products then give $H$.

| pattern | $4_z,\,2_x,\,$-1 | group |
|---|---|---|
| radial | $+,+,-$ | 4/mmm(422) |
| vortex | $+,-,-$ | 4/mmm(4mm) |
| quadrupolar | $-,+,-$ | 4/mmm(-42m) |
| parallel | $+,-,+$ | 4/mmm(4/m) |
| alternating | $-,-,+$ | 4/mmm(mmm) |

Because $r\to gr$ and $m\to\tau p\,gm$, $A$ obeys the same law as $\alpha$. It illustrates an allowed tensor form but is not the response, which needs a model of how moments and charges react to a field.

For the radial pattern the two sites on the $x$ axis give

$$A_{xx}=d\mu+(-d)(-\mu)=2d\mu=2(4.0)(0.5)=4.0,$$

in bohr times atomic units of moment, and $A_{yy}=4.0$ likewise. The vortex has moment $+\mu\hat y$ at $+d\hat x$ and $+\mu(-\hat x)$ at $+d\hat y$, so $A_{xy}=4.0$ and $A_{yx}=-4.0$. The quadrupolar pattern has $A_{xx}=4.0$ and $A_{yy}=-4.0$. These three have no net moment, and their groups allow $\alpha$ but not $M$.

The parallel pattern has $M_z=4(0.5)=2.0$ atomic units, or four Bohr magnetons. Its $A$ vanishes because opposite sites cancel, as the unprimed inversion demands. The alternating pattern has neither a net moment nor $A$, and its group allows neither $M$ nor $\alpha$.

A zero in $A$ need not be a zero of $\alpha$. The group of the radial pattern has two independent components, of the form $\mathrm{diag}(a,a,b)$, but $A_{zz}=0$ because all sites lie at $z=0$. Symmetry leaves $\alpha_{zz}$ free.

## Table of computed values

```
G dimM/dimAlpha | H:dimM/dimAlpha for each G(H)
1 3/9 | 
-1 3/0 | 1:0/9
2 1/5 | 1:2/4
m 1/4 | 1:2/5
2/m 1/0 | 2:0/5 -1:2/0 m:0/4
222 0/3 | 2:1/2
mm2 0/2 | 2:1/3 m:1/2
mmm 0/0 | 222:0/3 2/m:1/0 mm2:0/2
4 1/3 | 2:0/2
-4 1/2 | 2:0/3
4/m 1/0 | 4:0/3 2/m:0/0 -4:0/2
422 0/2 | 4:1/1 222:0/1
4mm 0/1 | 4:1/2 mm2:0/1
-42m 0/1 | -4:1/1 222:0/2 mm2:0/1
4/mmm 0/0 | 422:0/2 4/m:1/0 4mm:0/1 mmm:0/0 -42m:0/1
3 1/3 | 
-3 1/0 | 3:0/3
32 0/2 | 3:1/1
3m 0/1 | 3:1/2
-3m 0/0 | 32:0/2 -3:1/0 3m:0/1
6 1/3 | 3:0/0
-6 1/0 | 3:0/3
6/m 1/0 | 6:0/3 -3:0/0 -6:0/0
622 0/2 | 6:1/1 32:0/0
6mm 0/1 | 6:1/2 3m:0/0
-6m2 0/0 | -6:1/0 3m:0/1 32:0/2
6/mmm 0/0 | 622:0/2 6/m:1/0 6mm:0/1 -3m:0/0 -6m2:0/0
23 0/1 | 
m-3 0/0 | 23:0/1
432 0/1 | 23:0/0
-43m 0/0 | 23:0/1
m-3m 0/0 | 432:0/1 m-3:0/0 -43m:0/0
point groups: proper, with inversion, other: 11 11 10
colourless, grey, black-white, total: 32 32 58 122
subgroups of m-3m1' and 6/mmm1': 420 236
ferromagnetic: total 31, colourless 13, black-white 18
magnetoelectric: total 58, colourless 18, black-white 40
both, only M, only alpha, neither: 19 12 39 52
allowed images, their colourings, lifts: 18 22 58
images without invariant alpha: -6 -6m2 -43m
magnetoelectric groups containing -1': 18
number of groups by dim alpha: 0:64 1:21 2:18 3:11 4:3 5:3 9:2
number of groups by dim M: 0:91 1:26 2:3 3:2
square: d = 4.0 bohr, moment = 0.5 a.u. = 1.000 Bohr magneton
Mz in a.u. of moment; A in bohr times a.u. of moment
radial: 4/mmm(422), Mz=0.0, A: xx=+4.0 yy=+4.0
vortex: 4/mmm(4mm), Mz=0.0, A: xy=+4.0 yx=-4.0
quadrupolar: 4/mmm(-42m), Mz=0.0, A: xx=+4.0 yy=-4.0
parallel z: 4/mmm(4/m), Mz=2.0, A: zero
alternating z: 4/mmm(mmm), Mz=0.0, A: zero
```
